\section*{A symmetric self-energy estimator that keeps the causal sign under broadening}

\section{What goes wrong with the one-sided ratio}

An impurity solver that works with discrete levels delivers correlators as sums of poles. To obtain smooth functions of a real energy $E$, one broadens the poles and then forms the self-energy as a ratio of two broadened correlators, $\Sigma\approx F/G$. This ratio can have a positive imaginary part, although a retarded self-energy must have $\operatorname{Im}\Sigma\le 0$.

The damage spreads through Dyson's equation. Write $G_{\rm new}=1/D$ with $D=E+i0^+-\varepsilon-\Delta-\Sigma$, where $\varepsilon$ is the impurity level and $\Delta$ the hybridization function. The spectral density is
\begin{equation}
-\frac1\pi\operatorname{Im}G_{\rm new}=\frac{\operatorname{Im}D}{\pi|D|^2},\qquad
\operatorname{Im}D=0^+-\operatorname{Im}\Delta-\operatorname{Im}\Sigma .
\end{equation}
It becomes negative as soon as $\operatorname{Im}\Sigma$ exceeds $-\operatorname{Im}\Delta$. On the energy grid of the example below, the ratio reaches $\operatorname{Im}(F/G)=+0.88$ eV. Whether this makes the spectral density negative depends on the $\Delta$ inserted. The unbroadened $\Delta$ of a discrete bath has $\operatorname{Im}\Delta=0$ between the bath levels, so any overshoot there suffices. If $\Delta$ is broadened with the same Gaussian as the correlators, $-\operatorname{Im}\Delta$ is about $3.8$ eV at that point, which lies close to a bath level, and the density there stays positive although $\Sigma$ has the wrong sign.

Kugler's symmetric estimator also uses the correlator $I$ defined below and restores the sign, under a condition on how the data are broadened. With exact correlators at complex energy the two forms are identical and neither overshoots. The difference concerns processed data.

\section{Model and conventions}

Consider an impurity orbital with spin, coupled to bath levels $\varepsilon_k$ by real amplitudes $V_k$:
\begin{equation}
H=\sum_s\Big[\varepsilon\, d_s^\dagger d_s+\sum_k\varepsilon_k c_{ks}^\dagger c_{ks}
+\sum_kV_k(d_s^\dagger c_{ks}+c_{ks}^\dagger d_s)\Big]+H_{\rm int},
\end{equation}
with $H_{\rm int}=Un_\uparrow n_\downarrow$. Energies are measured from the chemical potential. Let $d=d_\uparrow$, $c_k=c_{k\uparrow}$ and
\begin{equation}
q=[d,H_{\rm int}]=U n_\downarrow d ,
\end{equation}
which follows from $[d,n_\uparrow]=d$. For fermionic operators $A,B$ and a complex energy $z$ with $\operatorname{Im}z>0$, define
\begin{equation}
C_{A,B}(z)=-\frac{i}{\hbar}\int_0^\infty dt\,e^{izt/\hbar}\langle\{A(t),B\}\rangle .
\label{def}
\end{equation}
The average is thermal. Four correlators are needed:
\begin{equation}
G=C_{d,d^\dagger},\quad F_L=C_{q,d^\dagger},\quad F_R=C_{d,q^\dagger},\quad I=C_{q,q^\dagger}.
\end{equation}
Since $q$ carries an energy, $G$ is an inverse energy, $F_L$ and $F_R$ are dimensionless, and $I$ is an energy.

\section{Two equations of motion}

In \eqref{def} write $z e^{izt/\hbar}=-i\hbar\,\partial_te^{izt/\hbar}$ and integrate by parts. The upper boundary term vanishes because $\operatorname{Im}z>0$; the lower one gives $\langle\{A,B\}\rangle$. With $i\hbar\,\dot A=[A,H]$,
\begin{equation}
zC_{A,B}=\langle\{A,B\}\rangle+C_{[A,H],B}.
\label{left}
\end{equation}
In equilibrium $\langle\{A(t),B\}\rangle=\langle\{A,B(-t)\}\rangle$. The time derivative can therefore act on $B(-t)$, where the reversed argument supplies a minus sign:
\begin{equation}
zC_{A,B}=\langle\{A,B\}\rangle-C_{A,[B,H]}.
\label{right}
\end{equation}

Apply \eqref{left} to $A=d$, $B=d^\dagger$. The commutators are
\begin{equation}
[d,H]=\varepsilon d+\sum_kV_kc_k+q,\qquad [c_k,H]=\varepsilon_kc_k+V_kd .
\end{equation}
Because $\{c_k,d^\dagger\}=0$, the bath equation reads $(z-\varepsilon_k)C_{c_k,d^\dagger}=V_kG$. Inserting it gives
\begin{equation}
G_0^{-1}G=1+F_L,\quad G_0^{-1}=z-\varepsilon-\Delta(z),\quad
\Delta(z)=\sum_k\frac{V_k^2}{z-\varepsilon_k}.
\label{eom1}
\end{equation}
Dyson's equation defines $\Sigma$ by $G_0^{-1}=G^{-1}+\Sigma$, so the left side is $1+\Sigma G$ and
\begin{equation}
F_L=\Sigma G .
\label{fl}
\end{equation}
This is the one-sided estimator.

Now use \eqref{right} with $B=d^\dagger$. Taking the adjoint of $[d,H]$ reverses the commutator, so
\begin{equation}
-[d^\dagger,H]=\varepsilon d^\dagger+\sum_kV_kc_k^\dagger+q^\dagger .
\end{equation}
The minus sign cancels the one in \eqref{right}. For $A=d$ or $A=q$ we have $\{A,c_k^\dagger\}=0$, since $A$ is an odd product of impurity operators. Hence $(z-\varepsilon_k)C_{A,c_k^\dagger}=V_kC_{A,d^\dagger}$, and eliminating the bath gives
\begin{equation}
C_{A,d^\dagger}G_0^{-1}=\langle\{A,d^\dagger\}\rangle+C_{A,q^\dagger}.
\end{equation}
The two choices of $A$ yield
\begin{align}
GG_0^{-1}&=1+F_R\quad\Rightarrow\quad F_R=G\Sigma,\label{fr}\\
F_LG_0^{-1}&=\Sigma_{\rm HF}+I,\qquad
\Sigma_{\rm HF}=\langle\{q,d^\dagger\}\rangle=U\langle n_\downarrow\rangle .
\label{eom2}
\end{align}
The average in $\Sigma_{\rm HF}$ is taken in the interacting state. The term has the Hartree--Fock form, but its density is not a mean-field density.

Substitute \eqref{fl} and $G_0^{-1}=G^{-1}+\Sigma$ into \eqref{eom2}:
\begin{equation}
\Sigma G(G^{-1}+\Sigma)=\Sigma+\Sigma G\Sigma=\Sigma_{\rm HF}+I .
\end{equation}
By \eqref{fl} and \eqref{fr}, $\Sigma G\Sigma=(\Sigma G)G^{-1}(G\Sigma)=F_LG^{-1}F_R$. Therefore
\begin{equation}
\boxed{\;\Sigma=\Sigma_{\rm HF}+I-F_LG^{-1}F_R\;}
\label{main}
\end{equation}

At large $|z|$, \eqref{left} gives $C_{A,B}\simeq\langle\{A,B\}\rangle/z$. With $n=\langle n_\downarrow\rangle$ and $n_\downarrow^2=n_\downarrow$, this means $G\simeq1/z$, $F_L\simeq F_R\simeq Un/z$ and $I\simeq U^2n/z$. Equation \eqref{main} then becomes $\Sigma\simeq Un+U^2n(1-n)/z$: a static shift plus a term set by the fluctuation of the opposite-spin occupation.

\section{Why the symmetric form keeps its sign}

Let $|m\rangle$ be eigenstates of $H$ with energies $E_m$ and thermal weights $p_m$. Expand the anticommutator in \eqref{def} and exchange the two state labels in its second term. Both terms then oscillate at the same frequency and their weights add to $p_m+p_{m'}$. For each pair $j=(m,m')$ set
\begin{equation}
\begin{aligned}
E_j&=E_{m'}-E_m,\\
a_j&=\sqrt{p_m+p_{m'}}\,\langle m|d|m'\rangle,\\
b_j&=\sqrt{p_m+p_{m'}}\,\langle m|q|m'\rangle .
\end{aligned}
\end{equation}
The time integral gives $1/(z-E_j)$, multiplied by $|a_j|^2$ in $G$, $b_ja_j^*$ in $F_L$, $a_jb_j^*$ in $F_R$ and $|b_j|^2$ in $I$.

Broadening replaces $1/(z-E_j)$ by $k(E-E_j)$, with
\begin{equation}
k(x)=\int dx'\,\frac{K(x')}{x-x'+i0^+},\quad
\operatorname{Im}k=-\pi K,\quad K\ge0,\quad\int K\,dx=1 .
\end{equation}
If all four correlators use the same $k$, they form one matrix:
\begin{equation}
M=\begin{pmatrix}G&F_R\\F_L&I\end{pmatrix}
=\sum_jw_jw_j^\dagger\,k(E-E_j),\qquad w_j=\begin{pmatrix}a_j\\b_j\end{pmatrix}.
\end{equation}

Let $\sigma=F_R/G$, $S=I-F_LF_R/G$ and $v=(-\sigma,1)^T$. Then
\begin{equation}
Mv=\begin{pmatrix}-G\sigma+F_R\\-F_L\sigma+I\end{pmatrix}
=\begin{pmatrix}0\\S\end{pmatrix},\qquad v^\dagger Mv=S .
\end{equation}
The zero is the projection condition: the part of $q$ that remains after removing its component along $d$ has no correlator with $d$ at this energy. Next, $\operatorname{Im}S=v^\dagger(M-M^\dagger)v/(2i)$, and $(M-M^\dagger)/(2i)=-\pi\sum_jK(E-E_j)w_jw_j^\dagger$. With $w_j^\dagger v=b_j^*-a_j^*\sigma$,
\begin{equation}
-\operatorname{Im}S=\pi\sum_jK(E-E_j)\,|b_j^*-a_j^*\sigma|^2\ge0 .
\label{squares}
\end{equation}
Since $\Sigma_{\rm HF}$ is real, the estimator \eqref{main} has the causal sign. The proof does not use the equations of motion, so it also holds for amplitudes from a truncated set of states. It also allows a width that depends on $j$, provided that each pole has the same kernel in all four entries.

For the ratio, with real amplitudes and $F_L=F_R=F$,
\begin{equation}
\operatorname{Im}\frac FG=\frac{\operatorname{Im}F\operatorname{Re}G-\operatorname{Re}F\operatorname{Im}G}{|G|^2}.
\label{ratio}
\end{equation}
Nothing fixes the sign of this numerator. Where $\operatorname{Re}G=0$, the ratio has imaginary part $\operatorname{Re}F/|\operatorname{Im}G|$, which is positive whenever $\operatorname{Re}F>0$.

Subtracting a static term does not help. Moving a real multiple $c$ of $d^\dagger d$ from $H_0=H-H_{\rm int}$ to $H_{\rm int}$ changes $b_j$ to $b_j+ca_j$. Then $F/G$ changes by the real number $c$, and its overshoot stays. In $S$, the added terms $c(F_L+F_R)+c^2G$ in $I$ cancel those in $(F_L+cG)(F_R+cG)/G$.

\section{Which broadening preserves the equations of motion}

The amplitude of $[d,H]$ is $E_ja_j$. Suppose that the broadened data obey \eqref{left} term by term at some effective energy $Z(E)$. Then $Z(E)\,k(E-E_j)=1+E_jk(E-E_j)$, or
\begin{equation}
\frac1{k(E-E_j)}-(E-E_j)=Z(E)-E .
\end{equation}
The left side depends on $E-E_j$ and the right side on $E$ alone, so both are constant if the condition is to hold for arbitrary pole positions. Apart from a real energy shift the constant is $i\eta$, and $k(x)=1/(x+i\eta)$. This is a Lorentzian of constant half-width $\eta$, which amounts to evaluating exact correlators at $z=E+i\eta$. For the complete set of states both estimators then agree. With a truncated set the pole sums no longer reproduce the anticommutators in \eqref{left}, so the two can differ and the ratio can overshoot even with this kernel. A Gaussian does not satisfy the condition, and they separate.

The atomic limit, $V_k=0$, shows the structure in closed form. There are two pole energies, $\varepsilon$ and $\varepsilon+U$, with kernels $k_0$ and $k_U$ and weights $1-n$ and $n$; $q$ has amplitude $U$ relative to $d$ at the upper one and zero at the lower. Thus $G=(1-n)k_0+nk_U$, $F=Unk_U$, $I=U^2nk_U$, and
\begin{equation}
S=\frac{U^2nk_U(G-nk_U)}G=\frac{U^2n(1-n)}{(1-n)/k_U+n/k_0}.
\end{equation}
Since $\operatorname{Im}(1/k)=\pi K/|k|^2\ge0$, the sign is visible. Without broadening the denominator is $z-\varepsilon-(1-n)U$, the familiar atomic pole. The ratio is $F/G=Un/[n+(1-n)k_0/k_U]$. Its sign follows from $\operatorname{Im}(k_0k_U^*)=\pi(K_U\operatorname{Re}k_0-K_0\operatorname{Re}k_U)$. For a Gaussian of standard deviation $s$, $K'=-xK/s^2$; transforming this relation gives $s^2k'=1-xk$, and hence $(\operatorname{Re}k/K)'=1/(s^2K)>0$. So $\operatorname{Re}k/K$ increases with $x$. For $U>0$ its argument $E-\varepsilon$ at the lower level exceeds $E-\varepsilon-U$ at the upper one, which makes $\operatorname{Im}(k_0k_U^*)>0$ and $\operatorname{Im}(F/G)<0$ at every energy. The atomic limit with a common Gaussian therefore shows no overshoot, and a test of the ratio in this limit would not reveal the problem.

\section{Algorithm and cost}

\begin{verbatim}
input: H, H_int, d, temperature, energies E, kernel k
q = d H_int - H_int d
diagonalize H; transform d and q to the eigenbasis
for each pair (m,m'):
    r = sqrt(p_m + p_m')
    store E_m' - E_m,  a = r d_mm',  b = r q_mm'
Sigma_HF = < q d^+ + d^+ q >
for each E:
    G  = sum |a|^2     k(E - E_j)
    FL = sum b conj(a) k(E - E_j)
    FR = sum a conj(b) k(E - E_j)
    I  = sum |b|^2     k(E - E_j)
    Sigma = Sigma_HF + I - FL FR / G
    check Im Sigma <= rounding tolerance
\end{verbatim}

For a dense Hilbert space of dimension $D$, diagonalization and the basis changes cost $O(D^3)$ operations and $O(D^2)$ storage. With $P$ poles and $N$ energies, broadening costs $O(PN)$. The one-sided method already needs $a_j$, $b_j$ and $k$; the symmetric form adds the static term, the sum for $I$ and, where $F_R\neq F_L$, the one for $F_R$. For complete equilibrium data, \eqref{fl} and \eqref{fr} give $F_L=F_R$ even with complex amplitudes, and a kernel that depends only on the pole energy preserves this.

\section{Stability and failure modes}

To first order in errors of the correlators,
\begin{align}
\delta(F_R/G)&=\frac{\delta F_R-\sigma\,\delta G}{G},\\
\delta S&=\delta I-\sigma\,\delta F_L-\sigma_L\,\delta F_R+\sigma_L\sigma\,\delta G,
\qquad \sigma_L=F_L/G .
\end{align}
The ratio amplifies errors by $1/G$, the symmetric form by powers of $\sigma$. Where $G$ is small and $\sigma$ is large, both are badly conditioned.

Points of small $G$ are built into a discrete bath. At $E=\varepsilon_k$ the hybridization diverges, so the exact $G$ vanishes if $\Sigma$ is finite there, and $F=\Sigma G$ vanishes with it. After Gaussian broadening the two need not vanish together, and their ratio is then unreliable.

Inconsistent broadening removes the guarantee. If $I$ uses kernel $K_1$ and the other correlators use $K_2$, the result is the consistent $S_2$ plus $I_1-I_2$:
\begin{equation}
\operatorname{Im}S_{\rm mix}=\operatorname{Im}S_2+\pi\sum_j|b_j|^2\,[K_2(E-E_j)-K_1(E-E_j)] .
\end{equation}
The sum is positive at energies where $K_2$ outweighs $K_1$ in the weighted sum, and it can then outweigh $\operatorname{Im}S_2$. Independent noise in the four correlators can likewise destroy the positivity of the matrix.

Where $\operatorname{Im}S$ is a small difference of larger numbers, rounding can give a tiny positive value. Evaluating \eqref{squares} directly avoids this at the price of one more sum over poles.

\section{Worked example}

The model has $U=2$ eV, $\varepsilon=-0.8$ eV, bath levels at $-0.8$, $0.1$ and $1.0$ eV, and $V_k=0.4$ eV. These are round model parameters, not those of a material. At 300 K, $k_BT=0.0259$ eV. The complete Fock space has 256 states. The program keeps 1132 pairs $(m,m')$ whose weight exceeds $10^{-20}$; many share the same energy, and the count depends on the cutoff and on the eigenvectors chosen within degenerate levels. The static term is
\begin{equation}
\Sigma_{\rm HF}=U\langle n_\downarrow\rangle=2\times0.48235\ \text{eV}=0.9647\ \text{eV}.
\end{equation}
At complex energies, both equations of motion and both estimators were tested against Dyson's equation with the analytic $\Delta$. The largest deviation of $\Sigma$ is $1.4\times10^{-14}$ eV, at the level of rounding. The sum of squares \eqref{squares} was tested on this model and on random complex amplitudes.

The Gaussian scan covers $-4$ to $4$ eV in steps of $0.005$ eV. Each row gives the grid point where $\operatorname{Im}(F/G)$ is largest; all entries are in eV. These are grid values, not true maxima, and a grid can miss a narrow peak entirely. For the width 0.05 eV, $\operatorname{Re}G$ vanishes at $E=0.1007$ eV, where $|\operatorname{Im}G|$ is tiny and $\operatorname{Re}F>0$. There $\operatorname{Im}(F/G)=\operatorname{Re}F/|\operatorname{Im}G|$ is about $+620$ eV, in a spike of half-width about $2\times10^{-6}$ eV. This exceeds the $4.0$ eV that $-\operatorname{Im}\Delta$ has at this energy after the same Gaussian broadening, so inside the spike the spectral density is negative even with a broadened $\Delta$. The symmetric form is not free of this artifact: at the same point it has a spike of the causal sign, dominated by $-(\operatorname{Re}F)^2/|\operatorname{Im}G|$ and reaching about $-5.2$ eV, although the unbroadened $\Sigma$ at the bath level $0.1$ eV is finite, $0.94$ eV. The last row is the edge of the window rather than a local maximum.
\begin{center}
\begin{tabular}{cccc}
std.\ dev. & $E$ & $\operatorname{Im}(F/G)$ & $\operatorname{Im}\Sigma_{\rm sym}$\\
0.05 & $-0.785$ & $+0.883$ & $-0.555$\\
0.10 & $0.105$ & $+0.462$ & $-0.025$\\
0.20 & $0.100$ & $+0.017$ & $-0.024$\\
0.30 & $-4.000$ & $-0.008$ & $-0.007$
\end{tabular}
\end{center}
Counting values above $10^{-6}$ eV, the overshoot covers 4.93, 5.50, 1.75 and 0 per cent of the grid points. Its height falls with width in this scan, but its extent does not fall steadily. The three positive maxima lie within 0.015 eV of a bath level. This fits the mismatch of zeros described above, though that assignment is a conjecture, not a separate test. It concerns the maxima only: the overshoot extends about 0.2 eV from the bath levels, and for the width 0.10 eV two of its three intervals, $-0.71$ to $-0.57$ eV and $0.75$ to $0.95$ eV, contain no bath level.

At the worst grid point $G=-0.042916-0.002829i$ eV$^{-1}$ and $F=-0.44320-0.067265i$. Equation \eqref{ratio} gives
\begin{equation}
\operatorname{Im}\frac FG=\frac{0.0028867-0.0012538}{0.0018498}\ \text{eV}=0.883\ \text{eV}
=1.41\times10^{-19}\ \text{J}.
\end{equation}
The symmetric form uses $\operatorname{Im}I=-1.6448$ eV and $\operatorname{Im}(F^2/G)=-1.0898$ eV:
\begin{equation}
\operatorname{Im}\Sigma_{\rm sym}=(-1.6448+1.0898)\ \text{eV}=-0.555\ \text{eV}
=-8.89\times10^{-20}\ \text{J}.
\end{equation}

The correct sign does not certify the value. The real parts are 10.4 eV for the ratio and 5.4 eV for the symmetric form. Here $|\sigma|=10.4$ eV and $1/|G|=23$ eV. An error in $F$ is therefore multiplied by 23 eV in the ratio and by $2|\sigma|=21$ eV in the symmetric form, which is hardly better. An error in $G$ is multiplied by 242 and 109 eV$^2$, respectively.

With a Lorentzian of half-width 0.10 eV the two forms agree to $1.9\times10^{-14}$ eV, and the largest $\operatorname{Im}\Sigma$ on the grid is $-0.017$ eV. At $E=-0.785$ eV this control gives $1.39-1.14i$ eV. It is the exact model self-energy 0.10 eV above the real axis, so it is not a reference for the Gaussian result, but the contrast shows how strongly the value there depends on the processing.

Finally, $G$ and $F$ were broadened with 0.20 eV and $I$ with 0.10 eV. The symmetric expression then reaches $\operatorname{Im}\Sigma=+0.88$ eV at $E=0.085$ eV. With a common width of 0.20 eV it passes the sign test across the grid. The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
Interaction U = 2.00 eV; impurity level = -0.80 eV
Bath levels (eV): -0.80 0.10 1.00
Hybridizations (eV): 0.40 0.40 0.40
Temperature = 300 K; kT = 0.02585 eV
Fock-space dimension = 256; poles kept = 1132
Mean electron number = 3.99783
Mean n_down = 0.482353; Sigma_HF = 0.964706 eV
Largest equation-of-motion residual = 7.3e-15 (1 or eV)
Largest deviation from Dyson Sigma = 1.4e-14 eV
Energy grid: -4.0 to 4.0 eV, step 0.005 eV
Gaussian scan at the largest Im(F/G) for each width:
 std 0.05 eV: E = -0.785 eV, Im one-sided = 0.88279 eV,
   Im symmetric = -0.55498 eV, grid share with overshoot = 4.93 %
 std 0.10 eV: E = 0.105 eV, Im one-sided = 0.46235 eV,
   Im symmetric = -0.02535 eV, grid share with overshoot = 5.50 %
 std 0.20 eV: E = 0.100 eV, Im one-sided = 0.01681 eV,
   Im symmetric = -0.02423 eV, grid share with overshoot = 1.75 %
 std 0.30 eV: E = -4.000 eV, Im one-sided = -0.00791 eV,
   Im symmetric = -0.00702 eV, grid share with overshoot = 0.00 %
Worst case: std = 0.05 eV, E = -0.785 eV
 G = -0.042916-0.002829j 1/eV
 F = -0.443200-0.067265j (dimensionless)
 I = -0.101822-1.644817j eV
 F*F/G = -4.543462-1.089837j eV
 one-sided Sigma = 10.385467+0.882793j eV
 symmetric Sigma = 5.406346-0.554980j eV
 Im one-sided = 1.4144e-19 J
 Im symmetric = -8.8918e-20 J
Lorentzian control, half-width = 0.10 eV:
 Sigma at the worst-case energy = 1.394553-1.143498j eV
 largest difference of the two forms = 1.9e-14 eV
 largest Im Sigma on the grid = -0.016512 eV
Inconsistent widths: G and F 0.20 eV, I 0.10 eV:
 largest Im symmetric = 0.88094 eV at E = 0.085 eV
\end{verbatim}
